# Binding a Second Electron to a Neutral Shallow Donor: a program that tests the result

```python
"""Second electron on a neutral shallow donor (D-minus), effective-mass model.
Result under test: the binding energy is about 0.027 Ry* for the function
  Phi = exp(-a r1 - b r2) + exp(-b r1 - a r2),
about 0.052 Ry* for (1 + c u) Phi, and 0.0555 Ry* for the converged ground state.
r1, r2: electron-donor distances; u: electron-electron distance.
Units: effective hartree Ha* = 2 Ry*, effective bohr radius a*.
H = -(lap1 + lap2)/2 - 1/r1 - 1/r2 + 1/u; the neutral donor has energy -1/2.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.optimize import minimize, minimize_scalar
from scipy.special import eval_laguerre, eval_genlaguerre


def binding_ry(energy):
    """Binding of the second electron in Ry* from a total energy in Ha*."""
    return 2 * (-0.5 - energy)


# ---------- derived closed formulas ----------
def orbital_parts(a, b):
    overlap2 = 64 * a**3 * b**3 / (a + b)**6
    direct = a * b * (a*a + 3*a*b + b*b) / (a + b)**3
    exchange = 20 * a**3 * b**3 / (a + b)**5
    return overlap2, direct, exchange


def energy_split(a, b):
    s2, direct, exchange = orbital_parts(a, b)
    top = a*a/2 - a + b*b/2 - b + s2*(a*b - a - b) + direct + exchange
    return top / (1 + s2)


def integral_a(n, p, q):
    """Integral of u^n exp(-p r1 - q r2) over both electrons, over 32 pi^2."""
    s, t = p + q, p * q
    if n == -1:
        return (s*s + t) / (s**3 * t**2)
    if n == 0:
        return 2 / t**3
    if n == 1:
        return 6*s/t**4 - 6/(s*t**3) - 2/(s**3*t**2)
    return 24 * (s*s - 2*t) / t**5


def integral_b(n, p, q):
    """Same integral with an extra factor 1/r1."""
    s, t = p + q, p * q
    if n == 0:
        return p / t**3
    if n == 1:
        return 3*p*s/t**4 - 1/t**3 - 1/(s*s*t*t) - 2*p/(s*t**3)
    return 6 * (q*q + 2*p*p) / (p**4 * q**5)


def moments(a, b):
    """N_n and H_n for n = 0, 1, 2, common factor 64 pi^2 removed."""
    norm, ham = np.zeros(3), np.zeros(3)
    for p, q in ((2*a, 2*b), (a + b, a + b)):
        for n in range(3):
            an = integral_a(n, p, q)
            norm[n] += an
            ham[n] += (-(a*a + b*b)/2 * an + (a - 1)*integral_b(n, p, q)
                       + (b - 1)*integral_b(n, q, p) + integral_a(n - 1, p, q))
    return norm, ham


def energy_r12(a, b, c):
    n, h = moments(a, b)
    top = h[0] + 2*c*h[1] + c*c*(h[2] + n[0])
    return top / (n[0] + 2*c*n[1] + c*c*n[2])


# ---------- integrals from their definition ----------
def integral_direct(n, p, q, inverse_r1):
    """Quadrature over larger radius, radius ratio and angle."""
    g, wg = np.polynomial.legendre.leggauss(80)
    g, wg = (g + 1)/2, wg/2
    tau, wt = np.polynomial.laguerre.laggauss(12)
    v = g[:, None, None]
    angle = g[None, :, None]           # cos(theta) = 1 - 2 angle^2
    weight = wg[:, None, None] * wg[None, :, None] * wt * 4 * angle
    total = 0.0
    for first_is_larger in (True, False):
        rate = p + q*v if first_is_larger else q + p*v
        big = tau / rate
        small = v * big
        dist = big * np.sqrt((1 - v)**2 + 4*v*angle**2)
        f = big**2 * small**2 * dist**n * big / rate
        if inverse_r1:
            f = f / (big if first_is_larger else small)
        total += np.sum(weight * f)
    return 8 * np.pi**2 * total / (32 * np.pi**2)


for p, q in ((2.1, 0.9), (1.5, 1.5)):
    for n in (-1, 0, 1, 2):
        ref = integral_direct(n, p, q, False)
        assert abs(integral_a(n, p, q)/ref - 1) < 1e-5
        if n >= 0:
            ref = integral_direct(n, p, q, True)
            assert abs(integral_b(n, p, q)/ref - 1) < 1e-5


# ---------- trial energy from numerical Cartesian gradients ----------
def trial_quadrature(a, b, c, nodes=30):
    """Kinetic energy, potential energy and mean cosine of the angle."""
    t, w = np.polynomial.laguerre.laggauss(nodes)
    w = w * np.exp(t)
    side = 2*a*b/(a + b)
    x, y, z = [m.ravel() for m in np.meshgrid(
        t/(a + b), t/side, t/side, indexing="ij")]
    weight = np.einsum("i,j,k->ijk", w, w, w).ravel()
    r1, r2, u = (x + y)/2, (x + z)/2, (y + z)/2
    cosine = np.clip((r1**2 + r2**2 - u**2)/(2*r1*r2), -1, 1)
    zero = np.zeros_like(r1)
    pos = np.array([zero, zero, r1,
                    r2*np.sqrt(1 - cosine**2), zero, r2*cosine])

    def psi(points):
        d1 = np.sqrt(np.sum(points[:3]**2, axis=0))
        d2 = np.sqrt(np.sum(points[3:]**2, axis=0))
        d12 = np.sqrt(np.sum((points[:3] - points[3:])**2, axis=0))
        return (1 + c*d12)*(np.exp(-a*d1 - b*d2) + np.exp(-b*d1 - a*d2))

    step, grad2 = 1e-4, 0.0
    for k in range(6):
        shift = np.zeros((6, 1))
        shift[k] = step
        grad2 = grad2 + ((psi(pos + shift) - psi(pos - shift))/(2*step))**2
    weight = weight * r1 * r2 * u
    dens = weight * psi(pos)**2
    norm = dens.sum()
    kinetic = 0.5*np.sum(weight*grad2)/norm
    potential = np.sum(dens*(1/u - 1/r1 - 1/r2))/norm
    return kinetic, potential, np.sum(dens*cosine)/norm


# ---------- optimum trial functions ----------
options = dict(xatol=1e-9, fatol=1e-14, maxiter=4000, maxfev=4000)
opt2 = minimize(lambda v: energy_split(*v), [1.0, 0.3],
                method="Nelder-Mead", options=options)
opt3 = minimize(lambda v: energy_r12(*v), [1.0, 0.5, 0.3],
                method="Nelder-Mead", options=options)
opt_equal = minimize(lambda v: energy_r12(v[0], v[0], v[1]), [0.8, 0.3],
                     method="Nelder-Mead", options=options)
a2, b2 = opt2.x
a3, b3, c3 = opt3.x
e2, e3 = opt2.fun, opt3.fun

single = minimize_scalar(lambda a: energy_split(a, a),
                         bounds=(0.2, 1.5), method="bounded")
assert abs(single.fun + (11/16)**2) < 1e-9 and single.fun > -0.5

kin2, pot2, cos2 = trial_quadrature(a2, b2, 0.0)
kin3, pot3, cos3 = trial_quadrature(a3, b3, c3)
assert abs(kin2 + pot2 - e2) < 2e-6
assert abs(kin3 + pot3 - e3) < 2e-6
assert abs(2*kin2 + pot2) < 1e-5 and abs(2*kin3 + pot3) < 1e-5  # virial
assert abs(energy_r12(a2, b2, 0.0) - e2) < 1e-11
assert abs(cos2) < 1e-6 and cos3 < -1e-3

# scans: the minima are global in the scanned range
ga, gb = np.meshgrid(np.linspace(0.02, 2.5, 249), np.linspace(0.02, 2.5, 249))
assert energy_split(ga, gb).min() >= e2 - 1e-10
scan = []
for a in np.arange(0.1, 2.01, 0.05):
    for b in np.arange(0.1, a + 1e-9, 0.05):
        n, h = moments(a, b)
        scan.append(eigh([[h[0], h[1]], [h[1], h[2] + n[0]]],
                         [[n[0], n[1]], [n[1], n[2]]], eigvals_only=True)[0])
assert min(scan) >= e3 - 1e-10

# a product without symmetrization never binds
product = ga**2/2 - ga + gb**2/2 - gb + orbital_parts(ga, gb)[1]
assert product.min() > -0.5

# ---------- converged reference: large variational expansions ----------
tn, wn = np.polynomial.laguerre.laggauss(16)
X, Y, Z = [m.ravel() for m in np.meshgrid(tn, tn, tn, indexing="ij")]
W3 = np.einsum("i,j,k->ijk", wn, wn, wn).ravel()
R1, R2, U = (X/2 + Y)/2, (X/2 + Z)/2, (Y + Z)/2


def laguerre_table(order, t):
    """L_n(t) and the derivative factor of exp(-t/2) L_n(t)."""
    val = np.array([eval_laguerre(n, t) for n in range(order + 1)])
    der = np.array([(-eval_genlaguerre(n - 1, 1, t) if n else 0*t)
                    for n in range(order + 1)])
    return val, der - val/2


def full_basis(order):
    (fx, dx), (fy, dy), (fz, dz) = [laguerre_table(order, t) for t in (X, Y, Z)]
    rows = []
    for l in range(order + 1):
        for m in range(order + 1 - l):
            for n in range(m, order + 1 - l - m):
                yz = fy[m]*fz[n] + fy[n]*fz[m]
                px = 2*dx[l]*yz
                py = fx[l]*(dy[m]*fz[n] + dy[n]*fz[m])
                pz = fx[l]*(fy[m]*dz[n] + fy[n]*dz[m])
                rows.append((fx[l]*yz, px + py - pz, px - py + pz, py + pz - px))
    return np.array(rows).transpose(1, 0, 2)


def radial_basis(order):
    (f1, d1), (f2, d2) = [laguerre_table(order, 2*r) for r in (R1, R2)]
    rows = []
    for i in range(order + 1):
        for j in range(i, order + 1 - i):
            rows.append((f1[i]*f2[j] + f1[j]*f2[i],
                         2*(d1[i]*f2[j] + d1[j]*f2[i]),
                         2*(f1[i]*d2[j] + f1[j]*d2[i]), 0*R1))
    return np.array(rows).transpose(1, 0, 2)


def ground_energy(basis):
    """Lowest energy, with the common length scale optimized."""
    val, g1, g2, gu = basis
    vol = W3*R1*R2*U
    cross1 = (g1*(W3*R2*(R1**2 + U**2 - R2**2)/2)) @ gu.T
    cross2 = (g2*(W3*R1*(R2**2 + U**2 - R1**2)/2)) @ gu.T
    kin = 0.5*((g1*vol) @ g1.T + (g2*vol) @ g2.T + 2*(gu*vol) @ gu.T
               + cross1 + cross1.T + cross2 + cross2.T)
    pot = (val*(W3*(R1*R2 - R1*U - R2*U))) @ val.T
    over = (val*vol) @ val.T
    scale = 1/np.sqrt(np.diag(over))
    kin, pot, over = [m*np.outer(scale, scale) for m in (kin, pot, over)]

    def lowest(k):
        return eigh(k*k*kin + k*pot, over, eigvals_only=True,
                    subset_by_index=[0, 0])[0]
    return minimize_scalar(lowest, bounds=(0.3, 1.3), method="bounded",
                           options=dict(xatol=1e-3, maxiter=20)).fun


full = []
for order in (4, 7, 10):
    basis = full_basis(order)
    full.append((basis.shape[1], ground_energy(basis)))
radial = []
for order in (9, 12):
    basis = radial_basis(order)
    radial.append((basis.shape[1], ground_energy(basis)))
e_ref, e_rad = full[-1][1], radial[-1][1]
assert full[0][1] > full[1][1] > full[2][1]
assert full[1][1] - full[2][1] < 2e-5
assert 0 <= radial[0][1] - radial[1][1] < 1e-4
assert e_ref < e3 < e_rad < e2 < -0.5
assert abs(binding_ry(e2) - 0.027) < 5e-4
assert abs(binding_ry(e3) - 0.052) < 5e-4
assert abs(binding_ry(e_ref) - 0.0555) < 5e-5

# ---------- worked example ----------
mass, eps = 0.08, 12.0
hartree = physical_constants["Hartree energy in eV"][0]
bohr = physical_constants["Bohr radius"][0]*1e10
ry_star, a_star = hartree/2*mass/eps**2, bohr*eps/mass
s2, direct, exchange = orbital_parts(a2, b2)
norm, ham = moments(a3, b3)

print(f"model mass m* = {mass} electron masses, dielectric constant = {eps}")
print(f"effective Rydberg = {ry_star:.6f} eV; a* = {a_star:.3f} angstrom")
print(f"equal exponents: a = {single.x:.4f} /a*, E = {single.fun:.6f} Ha*")
print(f"lowest unsymmetrized product in scan: E = {product.min():.6f} Ha*")
print(f"two exponents: a = {a2:.5f}, b = {b2:.5f} (1/a*)")
print(f"  S^2 = {s2:.6f}; J = {direct:.6f} Ha*; K = {exchange:.6f} Ha*")
print(f"  E = {e2:.6f} Ha*")
print(f"  decay lengths 1/a, 1/b = {a_star/a2:.1f}, {a_star/b2:.1f} angstrom")
print(f"with r12 factor: a = {a3:.5f}, b = {b3:.5f}, c = {c3:.5f} (1/a*)")
for p, q in ((2*a3, 2*b3), (a3 + b3, a3 + b3)):
    print(f"  p = {p:.5f}, q = {q:.5f} (1/a*); integrals over 32 pi^2, a* units:")
    print("   A(-1..2) =", *[f"{integral_a(n, p, q):.6f}" for n in (-1, 0, 1, 2)])
    print("   B(0..2)(p,q) =", *[f"{integral_b(n, p, q):.6f}" for n in range(3)])
    print("   B(0..2)(q,p) =", *[f"{integral_b(n, q, p):.6f}" for n in range(3)])
print("  N0, N1, N2 (a* units) =", *[f"{v:.6f}" for v in norm])
print("  H0, H1, H2 (a*, Ha* units) =", *[f"{v:.6f}" for v in ham])
print(f"  E = {e3:.6f} Ha*")
print(f"  decay lengths 1/a, 1/b = {a_star/a3:.1f}, {a_star/b3:.1f} angstrom")
print(f"  mean cosine of angle between electrons = {cos3:.4f}")
print(f"equal exponents with r12 factor: a = {opt_equal.x[0]:.4f}, "
      f"c = {opt_equal.x[1]:.4f} (1/a*)")
print(f"  binding = {binding_ry(opt_equal.fun):.5f} Ry*")
for count, energy in radial:
    print(f"r1, r2 only, {count} terms: binding = {binding_ry(energy):.5f} Ry*")
for count, energy in full:
    print(f"full expansion, {count} terms: binding = {binding_ry(energy):.6f} Ry*")
print(f"converged total energy = {e_ref:.6f} Ha*")
for name, energy in (("two exponents", e2), ("with r12", e3), ("converged", e_ref)):
    w = binding_ry(energy)
    print(f"binding, {name}: {w:.4f} Ry* = {w*ry_star:.6f} eV")
for name, energy in (("two exponents", e2), ("with r12", e3)):
    print(f"{name}: total energy error {100*(1 - energy/e_ref):.2f} %, "
          f"binding error {100*(1 - binding_ry(energy)/binding_ry(e_ref)):.1f} %")
print("checks complete")
```

It prints:

```
model mass m* = 0.08 electron masses, dielectric constant = 12.0
effective Rydberg = 0.007559 eV; a* = 79.377 angstrom
equal exponents: a = 0.6875 /a*, E = -0.472656 Ha*
lowest unsymmetrized product in scan: E = -0.499815 Ha*
two exponents: a = 1.03923, b = 0.28322 (1/a*)
  S^2 = 0.305081; J = 0.260023 Ha*; K = 0.126080 Ha*
  E = -0.513303 Ha*
  decay lengths 1/a, 1/b = 76.4, 280.3 angstrom
with r12 factor: a = 1.07487, b = 0.47745, c = 0.31255 (1/a*)
  p = 2.14974, q = 0.95489 (1/a*); integrals over 32 pi^2, a* units:
   A(-1..2) = 0.092717 0.231210 0.809775 3.643200
   B(0..2)(p,q) = 0.248521 0.827274 3.593307
   B(0..2)(q,p) = 0.110391 0.289528 1.013039
  p = 1.55232, q = 1.55232 (1/a*); integrals over 32 pi^2, a* units:
   A(-1..2) = 0.069339 0.142938 0.402852 1.423635
   B(0..2)(p,q) = 0.110943 0.268009 0.828725
   B(0..2)(q,p) = 0.110943 0.268009 0.828725
  N0, N1, N2 (a* units) = 0.374148 1.212628 5.066836
  H0, H1, H2 (a*, Ha* units) = -0.185469 -0.673905 -2.923194
  E = -0.525919 Ha*
  decay lengths 1/a, 1/b = 73.8, 166.3 angstrom
  mean cosine of angle between electrons = -0.1188
equal exponents with r12 factor: a = 0.8257, c = 0.4934 (1/a*)
  binding = 0.01756 Ry*
r1, r2 only, 30 terms: binding = 0.02891 Ry*
r1, r2 only, 49 terms: binding = 0.02896 Ry*
full expansion, 22 terms: binding = 0.055339 Ry*
full expansion, 70 terms: binding = 0.055496 Ry*
full expansion, 161 terms: binding = 0.055502 Ry*
converged total energy = -0.527751 Ha*
binding, two exponents: 0.0266 Ry* = 0.000201 eV
binding, with r12: 0.0518 Ry* = 0.000392 eV
binding, converged: 0.0555 Ry* = 0.000420 eV
two exponents: total energy error 2.74 %, binding error 52.1 %
with r12: total energy error 0.35 %, binding error 6.6 %
checks complete
```
